Exchange energy of the uniform electron gas with the interaction erfc(μr)/r, part 1

(Sections cited here and not found follow in the second part.)

1. The decision in a calculation

A range-separated calculation splits the Coulomb repulsion as 1/r = erfc(μr)/r + erf(μr)/r. One piece is given to orbitals or a wave function, and the other to a density functional. When the short-range piece erfc(μr)/r goes to a local density approximation, the program needs, at each grid point, the exchange energy per electron of a uniform gas with that interaction at the local density. Two choices depend on this function. The first is the value of μ, which fixes what share of the exchange energy the functional carries. The second is the formula to evaluate. The parameter μ is one number for the whole system, but the local Fermi wave vector kF runs from large values near a nucleus to nearly zero in the vacuum, so in an atom, molecule or surface the ratio μ/kF runs from small to very large values in one calculation. The closed form is exact for every ratio, yet in double precision it has a relative error of 1.7×10⁻⁴ at μ/kF = 100, where two terms of a series are good to 2.1×10⁻¹⁰. Choosing properly needs the closed form, both expansions and a bound on the error of each.

2. Model and conventions

Hartree atomic units are used: lengths in bohr, energies in hartree (Ha), μ and kF in bohr⁻¹. There are N electrons in a periodic box of volume V in three dimensions at zero temperature, with density n = N/V, and N and V go to infinity at fixed n. The gas is spin-unpolarized until part 9. The pair interaction is

w(r) = erfc(μr)/r, μ > 0, erfc(z) = 1 − erf(z) = (2/√π) ∫_z^∞ e^(−t²) dt.

A uniform positive background interacts with the electrons and with itself through the same w. "Exchange energy" means the Fock term in the expectation value of the interaction, taken in the Slater determinant of plane waves that fills the Fermi sphere. It is first order in w and contains no correlation.

The orbitals are V^(−1/2) e^(ik·r) times a spin function. A sum over k becomes V∫d³k/(2π)³, and each spin holds N/2 electrons:

n/2 = (4πkF³/3)/(2π)³, so n = kF³/(3π²). (1)

For a determinant the interaction energy is ½Σ_ij [⟨ij|w|ij⟩ − ⟨ij|w|ji⟩]. The terms with i = j cancel between the two parts, so both sums may run over all pairs. Define w̃(q) = ∫d³r w(r) e^(−iq·r). In the direct element the orbital phases cancel and ⟨ij|w|ij⟩ = w̃(0)/V. In the exchange element the integrand is V⁻² e^(−i(k−k')·(r₁−r₂)) w(r₁₂). Integration over the relative coordinate gives w̃(|k−k'|), integration over the other gives V, and the spin overlap vanishes unless the spins are equal. So ⟨ij|w|ji⟩ = δ_σσ' w̃(|k−k'|)/V.

The direct sum is N²w̃(0)/(2V). The electron–background energy is −N²w̃(0)/V and the background self-energy is +N²w̃(0)/(2V), so the three add to zero. What remains is

E_x/V = −½ Σ_σ ∫∫_{k,k'<kF} d³k d³k'/(2π)⁶ w̃(|k−k'|). (2)

The terms with k = k' that were kept in the sum contribute −w̃(0)/(2V) per electron. This vanishes as V grows because w̃(0) is finite. Three dimensionless variables are used, since each suits a different formula:

x = μ/kF, b = 1/x = kF/μ, a = x/2 = μ/(2kF).

3. Fourier transform of the interaction

Substituting t = sr in the definition of erfc(μr) writes the interaction as a sum of Gaussians:

erfc(μr)/r = (2/√π) ∫_μ^∞ e^(−s²r²) ds.

Completing the square gives, in one dimension, ∫dz e^(−s²z² − iqz) = (√π/s) e^(−q²/4s²). The three-dimensional transform is the product of three such factors, (π^(3/2)/s³) e^(−q²/4s²). The r and s integrals may be exchanged because the integrand is absolutely integrable: ∫_μ^∞ s⁻³ ds is finite for μ > 0. With (2/√π)π^(3/2) = 2π,

w̃(q) = 2π ∫_μ^∞ s⁻³ e^(−q²/4s²) ds.

Put u = 1/(4s²). Then du = −ds/(2s³), so s⁻³ds = −2 du, and s from μ to ∞ becomes u from 1/(4μ²) to 0. The minus sign reverses the limits:

w̃(q) = 4π ∫₀^(1/4μ²) e^(−q²u) du = (4π/q²)(1 − e^(−q²/4μ²)). (3)

No convergence factor was needed, in contrast to the bare Coulomb case. Expanding the exponential to second order,

w̃(q) = π/μ² − πq²/(8μ⁴) + …, (4)

so w̃(0) = π/μ². For q much larger than 2μ the transform is the Coulomb one, 4π/q². The modification removes the 1/q² divergence at small momentum transfer and leaves the finite value π/μ². The factor 4 in the exponent must be kept. At the largest momentum transfer inside the Fermi sphere, q = 2kF, the exponent is (2kF)²/(4μ²) = b² = 1/(4a²), where a = μ/(2kF) is the ratio of μ to that largest transfer.

4. Reduction to one integral

In (2) change variables from k' to q = k − k'. At fixed q the k integral measures the volume common to two spheres of radius kF whose centres are a distance q apart. Put the centres at z = 0 and z = q. A point with z > q/2 is nearer to the second centre than to the first, so it lies in both spheres exactly when it lies in the first. The common region is therefore two equal caps, one of which is the part of the first sphere with z > q/2. Its cross-section at height z is a disc of area π(kF² − z²). For q ≤ 2kF,

Ω(q) = 2π ∫_{q/2}^{kF} (kF² − z²) dz = 2π [2kF³/3 − kF²q/2 + q³/24].

With y = q/(2kF) the bracket is kF³(2/3 − y + y³/3), hence

Ω = (4πkF³/3) O(y), O(y) = 1 − 3y/2 + y³/2 = (1 − y)²(2 + y)/2, (5)

and Ω = 0 for y > 1. The factored form is checked by multiplying out (1 − 2y + y²)(2 + y) = 2 − 3y + y³. It shows that the polynomial is non-negative for all y ≥ 0, also beyond y = 1 where it is no longer the overlap, and that it has a double zero at y = 1.

The two spins cancel the factor ½ in (2). By (1), Ω/(2π)³ = (n/2) O. Dividing by n gives the energy per electron,

ε = −½ ∫ d³q/(2π)³ w̃(q) O(q/2kF).

Insert (3) and d³q = 4πq²dq. The constants combine to ½ · 4π · 4π/(8π³) = 1/π and the factors q² cancel. With q = 2kF y the exponent is q²/(4μ²) = b²y², so

ε = −(2kF/π) ∫₀¹ (1 − e^(−b²y²)) O(y) dy. (6)

For μ → 0, b → ∞, the exponential drops out. Then ∫₀¹O dy = 1 − 3/4 + 1/8 = 3/8 and ε = −3kF/(4π), which is Dirac exchange. Taking this out as a factor,

ε = −(3kF/4π) F, F = (8/3) ∫₀¹ (1 − e^(−b²y²)) O(y) dy. (7)

F depends on μ/kF alone. Since O ≥ 0 and 1 − e^(−b²y²) lies between 0 and 1 and increases with b, it follows that 0 < F < 1 and that F falls steadily as μ grows. An implementation that returns a value outside this range has a numerical or algebraic fault.

5. The closed form

Write E = e^(−b²) and I_j = ∫₀¹ y^j e^(−b²y²) dy. From (5) and (7), and (8/3)(3/8) = 1,

F = 1 − (8/3)(I₀ − 3I₁/2 + I₃/2). (8)

For I₀ put t = by, which gives (1/b)∫₀^b e^(−t²)dt:

I₀ = √π erf(b)/(2b).

For I₁ and I₃ put v = y², so that y dy = dv/2:

I₁ = ½ ∫₀¹ e^(−b²v) dv = (1 − E)/(2b²),

I₃ = ½ ∫₀¹ v e^(−b²v) dv = ½ [−E/b² + (1 − E)/b⁴] = [1 − (1 + b²)E]/(2b⁴).

The last line is one partial integration: the boundary term −v e^(−b²v)/b² gives −E/b², and the remaining integral is (1/b²)∫₀¹e^(−b²v)dv = (1 − E)/b⁴. Now set b = 1/(2a), so that 1/(2b) = a, 1/b² = 4a² and 1/b⁴ = 16a⁴. The three pieces become

I₀ = √π a erf(1/2a),

−3I₁/2 = −3(1 − E)/(4b²) = −3a² + 3a²E,

I₃/2 = (1 − E)/(4b⁴) − E/(4b²) = 4a⁴ − 4a⁴E − a²E.

The terms with E add to (2a² − 4a⁴)E and the others to −3a² + 4a⁴. Taking out one factor a,

F = 1 − (8a/3) [√π erf(1/2a) + (2a − 4a³) e^(−1/4a²) − 3a + 4a³], (9)

ε = −(3kF/4π) F, a = μ/(2kF).

Because (2) is linear in w, the exchange energy for the complementary interaction erf(μr)/r is exactly ε_lr = −(3kF/4π)(1 − F). This additivity belongs to exchange in the fixed determinant. It does not carry over to correlation. Two slips in using (9) can be tested for: inserting μ/kF for a, and taking the second term of (9), which is the long-range factor with a minus sign, for the short-range one. The limit F → 1 at μ → 0 exposes the second error but not the first. The first is exposed by the slope found in the next part.

For a self-consistent calculation the potential is v = d(nε)/dn at fixed μ. By (1), nε is proportional to kF⁴F(x) and n d/dn = (kF/3) d/dkF. Since kF dx/dkF = −x,

v = −(kF/4π) [4F − x dF/dx].

The rule v = 4ε/3 holds only at μ = 0.

6. Small μ/kF

For large b the Gaussian in (8) is concentrated near y = 0. Write each integral from 0 to 1 as the integral from 0 to ∞ minus that from 1 to ∞, using the polynomial O throughout. The full-range integrals are the limits erf → 1, E → 0 of the formulas above: √π/(2b), 1/(2b²) and 1/(2b⁴). With x = 1/b,

F = P(x) + R,

P = 1 − (8/3)[√π x/2 − 3x²/4 + x⁴/4] = 1 − (4√π/3)x + 2x² − (2/3)x⁴, (10)

R = (8/3) ∫₁^∞ e^(−b²y²) O(y) dy > 0. (11)

The linear coefficient is 4√π/3 = 2.363272. The sign of R follows from the two minus signs and from O ≥ 0. The split is exact for every x.

To size R, take the three integrals from 1 to ∞ as differences between the full-range values and the I_j. Define K_p = ∫_b^∞ t^(−p) e^(−t²) dt, which is positive, with K₀ = √π erfc(b)/2. The three integrals are K₀/b, E/(2b²) and (1 + b²)E/(2b⁴). Then

R = (8/3)[K₀/b − 3E/(4b²) + E/(4b²) + E/(4b⁴)] = (8/3)[K₀/b − E/(2b²) + E/(4b⁴)].

Write t^(−p)e^(−t²) = t^(−p−1) · t e^(−t²) and integrate by parts, with −e^(−t²)/2 as the antiderivative of the second factor:

K_p = E/(2b^(p+1)) − ((p+1)/2) K_(p+2). (12)

Applying (12) for p = 0 and p = 2,

K₀ = E/(2b) − ½[E/(2b³) − (3/2)K₄] = E/(2b) − E/(4b³) + (3/4)K₄.

After division by b, the first two terms cancel the two explicit terms in R exactly, which leaves

R = (8/3)(3/4)K₄/b = (2/b) K₄. (13)

The cancellation reflects the double zero of O at y = 1. Since K_(p+2) > 0, (12) gives K_p < E/(2b^(p+1)). For p = 4 this is an upper bound on R. For p = 6 it gives K₆ < E/(2b⁷), and then K₄ = E/(2b⁵) − (5/2)K₆ > E/(2b⁵) − 5E/(4b⁷). Multiplying by 2/b,

x⁶ e^(−1/x²)(1 − 5x²/2) < R < x⁶ e^(−1/x²). (14)

Both bounds hold for all x. The lower one says more than R > 0 only when x² < 2/5.

The small-μ expansion is therefore unusual. The power series stops at x⁴, and the remainder vanishes faster than any power of x. Every Taylor coefficient of F at x = 0⁺ beyond the fourth is zero, yet F is not the polynomial P, so the Taylor series does not represent F at any x > 0. Adding a further power with a fixed coefficient makes the error larger as x → 0, because R is smaller there than any power. The error of P is R, and for large x the polynomial fails completely, since P goes to −∞ as −(2/3)x⁴ while F stays positive.

Multiply (10) by −3kF/(4π). The linear term gives (3kF/4π)(4√π/3)(μ/kF) = μ/√π, the quadratic one −(3kF/4π) · 2μ²/kF² = −3μ²/(2πkF), and the quartic one +(3kF/4π)(2/3)μ⁴/kF⁴ = μ⁴/(2πkF³):

ε = −3kF/(4π) + μ/√π − 3μ²/(2πkF) + μ⁴/(2πkF³) − (3kF/4π)R. (15)

A term y^j in O produces the power x^(j+1), as the substitution t = by shows. O has the powers 0, 1 and 3, so F has x, x² and x⁴. There is no μ³ term because O has no y² term.

7. Large μ/kF

For small b expand the exponential in (7):

1 − e^(−b²y²) = Σ_{m≥1} (−1)^(m+1) b^(2m) y^(2m)/m!.

The series converges uniformly on 0 ≤ y ≤ 1 for any fixed b, since each term is bounded by b^(2m)/m!, so it may be integrated term by term. The moments are

M_m = ∫₀¹ y^(2m) O dy = 1/(2m+1) − 3/[4(m+1)] + 1/[4(m+2)].

The last two terms combine to [−3(m+2) + (m+1)]/[4(m+1)(m+2)] = −(2m+5)/[4(m+1)(m+2)]. Over the common denominator 4(2m+1)(m+1)(m+2) the numerator is

4(m+1)(m+2) − (2m+5)(2m+1) = (4m² + 12m + 8) − (4m² + 12m + 5) = 3,

M_m = 3/[4(2m+1)(m+1)(m+2)].

For m = 0 this is 3/8, as found before. With (8/3)(3/4) = 2 and m!(m+1)(m+2) = (m+2)!,

F = 2 Σ_{m≥1} (−1)^(m+1) b^(2m)/[(m+2)!(2m+1)] = b²/9 − b⁴/60 + b⁶/420 − b⁸/3240 + … (16)

In terms of a, with b² = 1/(4a²), the first terms are 1/(36a²) − 1/(960a⁴) + 1/(26880a⁶). The ratio of successive magnitudes is

|t_(m+1)/t_m| = b²(2m+1)/[(m+3)(2m+3)],

which tends to zero, so the series converges for every b, and by the term-by-term integration above its sum is F itself. In this it differs from the small-μ side.

The truncation error has a simple bound. For z > 0 the Lagrange remainder of e^(−z) after the power z^M is (−z)^(M+1) e^(−θz)/(M+1)! with 0 < θ < 1. It has the sign of the first omitted term and is smaller in size. Multiplying by O ≥ 0 and integrating preserves both properties. If S_M is the sum of M terms of (16), then for every b

|F − S_M| < |t_(M+1)|, (17)

and sums with odd M lie above F while sums with even M lie below. The bound is useful only when the terms have started to fall. The ratio is below b²/(m+3), so they certainly fall once m + 3 exceeds b². For large b they first grow enormously, and the sum is then a difference of huge numbers.

In energy, (3kF/4π)b²/9 = kF³/(12πμ²), which by (1) equals πn/(4μ²). Dividing the other coefficients by 1/9,

ε = −(πn/4μ²)[1 − 3kF²/(20μ²) + 3kF⁴/(140μ⁴) − …]. (18)

The energy per electron is linear in n in this limit, not proportional to n^(1/3).

The series is needed in practice because (9) cancels badly at large a. The largest terms, ±(8a/3) · 4a³ = ±(32/3)a⁴, must cancel down to a result near 1/(36a²). If δ is the relative rounding error of the arithmetic, the relative error of F is of order (32/3)a⁴ · 36a² δ = 384a⁶δ. At x = 100, a = 50, with δ near 10⁻¹⁶ for double precision, this estimate is some 10⁻⁴. The numerical check below finds 1.1112851401×10⁻⁵ from the double-precision closed form against the exact 1.1110944447×10⁻⁵, a relative error of 1.7×10⁻⁴. The relative loss grows as the sixth power of a and reaches order one near x = 300, so far out in the low-density tail of a molecule or surface the closed form returns noise for F, often outside the range 0 to 1. The absolute harm is smaller. The error of the energy density nε is of order n(3kF/4π)(32/3)a⁴δ = μ⁴δ/(6π³), about 10⁻²⁰ Ha bohr⁻³ at μ = 0.4 whatever the density. The error of the potential v grows as a³, from some 10⁻¹¹ Ha at x = 100 to some 10⁻⁶ Ha at x = 10⁴ for that μ. At small a there is no such cancellation and (9) can be used directly.

The exchange energy per electron now has an exact closed form (9), a small-μ/kF polynomial with a bounded remainder, and a convergent large-μ/kF series with a bounded truncation error, which is needed where the closed form loses its digits to cancellation. What remains is to read the terms in real space, extend the result to spin-polarized gases, state where it does not apply, and work through and check a numerical example.
